# The electron EDM interaction as a one-body operator proportional to βγ5p²

## 1. What symmetry and dimensions allow

The interaction of an electron electric dipole moment $d$ with the electric field $\mathbf E$ in an atom or molecule is

$$H_d=-d\,\beta\,\boldsymbol\Sigma\cdot\mathbf E .$$

It is a rotational scalar, odd under parity and odd under time reversal. We look for a replacement built from the momentum $\mathbf p$ and Dirac matrices alone, so that the field need not be evaluated.

The rotational scalars available are $1,\beta,\gamma_5,\beta\gamma_5$, each with or without a factor $\boldsymbol\Sigma\cdot\mathbf p$, times a function of $p^2$. Parity reverses $\mathbf p$ and $\gamma_5$ but not $\beta$ or $\boldsymbol\Sigma$. The Hermitian parity-odd candidates are therefore

$$\gamma_5f,\qquad i\beta\gamma_5f,\qquad \boldsymbol\Sigma\cdot\mathbf p\,f,\qquad \beta\boldsymbol\Sigma\cdot\mathbf p\,f,$$

with real $f(p^2)$. The factor $i$ is needed because $\beta$ and $\gamma_5$ anticommute, which makes $\beta\gamma_5$ anti-Hermitian. Time reversal changes the signs of $\boldsymbol\Sigma$, $\mathbf p$ and $i$, and leaves $\beta$ and $\gamma_5$ unchanged. Of the four, $i\beta\gamma_5f$ is the one that is odd.

Now require $f$ to be linear in $d$ and free of the electron mass. Since $d/e$ is a length, $dp/(e\hbar)$ is dimensionless, and the available energy is $cp$. Hence

$$H_{\rm eff}=k\,\frac{icd}{e\hbar}\,\beta\gamma_5p^2 ,$$

with a real number $k$. Symmetry does not give $k$, nor does it show that such a replacement exists. The commutator below does both and gives $k=2$.

## 2. The operator identity

The electron has charge $-e$, with $e>0$. Its potential energy $V$ in a static scalar potential $\Phi$ is $-e\Phi$, so $\mathbf E=-\nabla\Phi=\nabla V/e$. The field includes every contribution to $V$, external ones too. The Hamiltonian without the EDM is

$$H_0=c\,\boldsymbol\alpha\cdot\mathbf p+\beta mc^2+V,\qquad \boldsymbol\alpha=\gamma_5\boldsymbol\Sigma,\qquad
\gamma_5=\begin{pmatrix}0&1\\1&0\end{pmatrix}.$$

A convention with the opposite sign of $\gamma_5$ reverses the written sign of $H_{\rm eff}$.

Define $S=\beta\boldsymbol\Sigma\cdot\mathbf p$. It is Hermitian, since $\beta$ commutes with $\boldsymbol\Sigma$. From $[\mathbf p,V]=-i\hbar\nabla V$,

$$\beta\boldsymbol\Sigma\cdot\nabla V=\frac{i}{\hbar}[S,V]
=\frac{i}{\hbar}\left([S,H_0]-[S,c\boldsymbol\alpha\cdot\mathbf p]-[S,\beta mc^2]\right).$$

The last commutator vanishes, which is why the mass drops out. For the kinetic one, use $(\boldsymbol\Sigma\cdot\mathbf p)^2=p^2$ and $\gamma_5\beta=-\beta\gamma_5$:

$$\begin{aligned}
[S,c\boldsymbol\alpha\cdot\mathbf p]
&=c\,\beta\gamma_5(\boldsymbol\Sigma\cdot\mathbf p)^2-c\,\gamma_5\beta(\boldsymbol\Sigma\cdot\mathbf p)^2\\
&=2c\,\beta\gamma_5p^2 .
\end{aligned}$$

Multiplying by $-d/e$ gives

$$H_d=H_{\rm eff}-\frac{id}{e\hbar}[S,H_0],\qquad
\boxed{H_{\rm eff}=\frac{2icd}{e\hbar}\,\beta\gamma_5p^2}.$$

The two operators are different. A numerical test of this identity applied both sides to a four-component function in a two-centre potential by explicit differentiation.

## 3. When the two forms agree

For eigenstates $a,b$ of $H_0$,

$$\langle a|H_d-H_{\rm eff}|b\rangle
=-\frac{id}{e\hbar}(E_b-E_a)\langle a|S|b\rangle .$$

The right side vanishes for an expectation value, $a=b$, and between states of equal energy. Between states of different energy it is generally nonzero. One must not mix $H_d$ elements with $H_{\rm eff}$ elements in one calculation, or read an off-diagonal element as an effective field independent of the form chosen.

This step moves $H_0$ from one side of a matrix element to the other, which is allowed if the surface term

$$-i\hbar c\oint a^\dagger(\boldsymbol\alpha\cdot\mathbf n)\,Sb\;dA$$

vanishes. Far away it does so for bound states. Near a point nucleus of charge $Z$, $j=1/2$ functions behave as $r^{\gamma-1}$, with $\gamma=\sqrt{1-(Z\alpha)^2}$ and $\alpha$ here the fine-structure constant. Since $S$ lowers the power by one, the surface term scales as

$$r^2\,r^{\gamma-1}\,r^{\gamma-2}=r^{2\gamma-1}.$$

It vanishes for $\gamma>1/2$, that is $Z\alpha<\sqrt3/2$, or $Z$ below about 118.7. The integral of $\nabla V$ near the origin converges under the same condition. A finite nucleus with a bounded field removes this restriction.

## 4. Linear response to an external field

In a free atom with states of definite parity, both expectation values are zero. An EDM signal needs a parity-mixed state. Let a uniform field $F$ along $z$ add $eFz$ to the potential energy, and let $h$ be the Hamiltonian at $F=0$. With $\psi=\psi_0+F\psi_1+\ldots$ and no first-order energy change,

$$(h-E_0)\psi_1=-ez\psi_0 .$$

A uniform field has no strictly bound states; the argument is made at first order in $F$.

The field in $H_d$ has an internal part, giving $H_{d,\rm int}$, and an external part, giving $-dF\beta\Sigma_z$. The commutator contributes to the internal part through

$$\begin{aligned}
\langle\psi_0|[S,h]|\psi_1\rangle&=\langle\psi_0|S(h-E_0)|\psi_1\rangle=-e\langle Sz\rangle_0,\\
\langle\psi_1|[S,h]|\psi_0\rangle&=-\langle\psi_1|(h-E_0)S|\psi_0\rangle=e\langle zS\rangle_0 .
\end{aligned}$$

Their sum is $e\langle[z,S]\rangle_0=ie\hbar\langle\beta\Sigma_z\rangle_0$. Multiplication by $-id/(e\hbar)$ gives $+d\langle\beta\Sigma_z\rangle_0$. Therefore

$$2\,\mathrm{Re}\langle\psi_0|H_{d,\rm int}|\psi_1\rangle-d\langle\beta\Sigma_z\rangle_0
=2\,\mathrm{Re}\langle\psi_0|H_{\rm eff}|\psi_1\rangle .$$

With $H_d$ the direct external-field term must be added. With $H_{\rm eff}$ it is already present, and adding it would count it twice.

## 5. Why the effect is relativistic

Without $\beta$, the interaction would be a pure commutator. The operator $\boldsymbol\Sigma\cdot\mathbf p$ commutes with $c\gamma_5\boldsymbol\Sigma\cdot\mathbf p$ and with $\beta mc^2$, so

$$-d\,\boldsymbol\Sigma\cdot\mathbf E=-\frac{id}{e\hbar}[\boldsymbol\Sigma\cdot\mathbf p,H_0].$$

Its expectation value vanishes, including the linear shift. This is the Schiff cancellation for the present Hamiltonian. What survives from $H_d$ is $d(1-\beta)\boldsymbol\Sigma\cdot\mathbf E$, which acts on the lower components.

The same result follows from $H_{\rm eff}$. For upper and lower components $\varphi,\chi$,

$$\langle H_{\rm eff}\rangle=\frac{2icd}{e\hbar}
\left(\langle\varphi|p^2|\chi\rangle-\langle\chi|p^2|\varphi\rangle\right).$$

With energy $\varepsilon$ measured from $mc^2$, the lower Dirac equation gives

$$\chi=\frac{c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi}{2mc^2+\varepsilon-V}
\simeq\frac{1}{2mc}\left(1+\frac{V-\varepsilon}{2mc^2}\right)\boldsymbol\sigma\cdot\mathbf p\,\varphi .$$

The leading term gives zero because $p^2$ and $\boldsymbol\sigma\cdot\mathbf p$ commute. The $\varepsilon$ term cancels for the same reason. The first remaining term is

$$\langle H_{\rm eff}\rangle\simeq\frac{id}{2e\hbar m^2c^2}
\left\langle\varphi\left|p^2V\boldsymbol\sigma\cdot\mathbf p-\boldsymbol\sigma\cdot\mathbf p\,Vp^2\right|\varphi\right\rangle .$$

This is a weak-relativity limit. Close to a heavy nucleus $|V|/(2mc^2)$ is not small, and the expansion should not replace the four-component expression there.

## 6. Implementation in four and two components

In a four-component basis, $H_{\rm eff}$ has no upper–upper or lower–lower block. Its other blocks are

$$(H_{\rm eff})_{UL}=\frac{2icd}{e\hbar}\,p^2,\qquad
(H_{\rm eff})_{LU}=-\frac{2icd}{e\hbar}\,p^2 ,$$

each times the two-by-two unit matrix in spin. They need kinetic-energy integrals between upper and lower basis functions, since $p^2=2mT$.

In a two-component method the operator must be transformed along with the wavefunction. If $\chi=X\varphi$ for the states considered, the operator between unnormalized upper components is

$$\frac{2icd}{e\hbar}\left(p^2X-X^\dagger p^2\right),$$

with norm $\langle\varphi|1+X^\dagger X|\varphi\rangle$. Using the original $H_{\rm eff}$ between upper components alone gives zero. In a linear-response calculation, $X$ belongs to the Hamiltonian with the external field; a field-free $X$ omits its first-order change.

## 7. Several electrons and approximate states

For the Dirac–Coulomb Hamiltonian $H$, take $S=\sum_i\beta_i\boldsymbol\Sigma_i\cdot\mathbf p_i$. The Coulomb repulsion commutes with all Dirac matrices, so it enters as part of $V$, and $\nabla_iV/e$ is the full field at electron $i$, including that of the other electrons. The steps of Section 2 then hold for each $i$:

$$H_d=\frac{2icd}{e\hbar}\sum_i\beta_i\gamma_{5,i}\,p_i^2-\frac{id}{e\hbar}[S,H].$$

The practical gain is that $H_{\rm eff}$ is one-body, whereas $H_d$ contains a two-electron field. The statement about expectation values refers to normalizable eigenstates for which the surface terms vanish.

For an approximate state $\Psi$, consider the variation $e^{i\lambda S}\Psi$. Then

$$\left.\frac{d}{d\lambda}\langle e^{-i\lambda S}He^{i\lambda S}\rangle\right|_{\lambda=0}
=-i\langle[S,H]\rangle .$$

The forms agree if the energy is stationary under this variation. In Dirac–Fock theory $e^{i\lambda S}$ turns one determinant into another, because $S$ is one-body. Agreement follows if the orbitals, relaxed in the external field, are stationary against all such rotations, including those into negative-energy orbitals. A finite basis need not contain the functions $S\phi_i$ made from the orbitals $\phi_i$, and then agreement is not guaranteed.

A no-pair Hamiltonian $\Lambda H\Lambda$ needs the same care. For its eigenstate, $\Lambda\Psi=\Psi$ and $H\Psi=E\Psi+(1-\Lambda)H\Psi$. Hence

$$\langle[S,H]\rangle=\langle S(1-\Lambda)H\rangle-\langle H(1-\Lambda)S\rangle ,$$

which the eigenvalue equation does not force to vanish.

## 8. Magnetic interactions

Add a term $B=\boldsymbol\alpha\cdot\mathbf a$ to $H_0$. As $\beta$ anticommutes with $\alpha_j$,

$$\begin{aligned}
[S,B]&=\beta\Sigma_k\alpha_j\,p_ka_j+\beta\alpha_j\Sigma_k\,a_jp_k\\
&=\beta\gamma_5\left(\Sigma_k\Sigma_j\,p_ka_j+\Sigma_j\Sigma_k\,a_jp_k\right).
\end{aligned}$$

Insert $\Sigma_k\Sigma_j=\delta_{kj}+i\epsilon_{kjl}\Sigma_l$. The symmetric parts give $\mathbf p\cdot\mathbf a+\mathbf a\cdot\mathbf p$. The antisymmetric parts combine to $i\epsilon_{kjl}\Sigma_l[p_k,a_j]=\hbar\boldsymbol\Sigma\cdot(\nabla\times\mathbf a)$. Thus

$$[S,B]=\beta\gamma_5\left(\mathbf a\cdot\mathbf p+\mathbf p\cdot\mathbf a+\hbar\boldsymbol\Sigma\cdot\nabla\times\mathbf a\right),$$

a result also tested by explicit differentiation. Replacing $V$ by $H-B-c\boldsymbol\alpha\cdot\mathbf p-\beta mc^2$ in Section 2, with $H=H_0+B$, gives for an eigenstate of $H$

$$\langle H_d\rangle-\langle H_{\rm eff}\rangle=\frac{id}{e\hbar}\langle[S,B]\rangle .$$

For the Gaunt interaction between electrons 1 and 2, $\mathbf a$ for electron 1 is proportional to $\boldsymbol\alpha_2/r_{12}$, and $S_2$ gives the corresponding second term. The $p^2$ form is then incomplete unless this correction is included or shown to be small. The covariant EDM interaction also has a coupling to the magnetic field, which is absent from $H_d$ as defined here.

## 9. Radial formulas

From here on, atomic units are used: $\hbar=m=e=1$. Write a central-field spinor as $r^{-1}(P\chi_\kappa,\,iQ\chi_{-\kappa})$, with $\sigma_r\chi_\kappa=-\chi_{-\kappa}$ and $\boldsymbol\sigma\cdot\mathbf L\,\chi_\kappa=-(\kappa+1)\chi_\kappa$. Then

$$\boldsymbol\sigma\cdot\mathbf p\,\frac{P}{r}\chi_\kappa
=-i\sigma_r\left(\partial_r-\frac{\boldsymbol\sigma\cdot\mathbf L}{r}\right)\frac Pr\chi_\kappa
=\frac ir\left(P'+\frac{\kappa P}{r}\right)\chi_{-\kappa}.$$

Let $s$ denote $s_{1/2}$, $\kappa=-1$, and $p$ denote $p_{1/2}$, $\kappa=1$. The angular factor of $\sigma_r$ is $-1$ in both blocks, and $\beta$ reverses the lower one:

$$\frac{\langle s|H_d|p\rangle}{d}=\int_0^\infty V'(P_sP_p-Q_sQ_p)\,dr .$$

For $H_{\rm eff}$, the upper part of $s$ meets the lower part of $p$, both with $l=0$. The lower part of $s$ meets the upper part of $p$, both with $l=1$. Using $p^2(u/r)=r^{-1}[-u''+l(l+1)u/r^2]$,

$$\langle s|\beta\gamma_5p^2|p\rangle
=i\int_0^\infty\left[-P_sQ_p''+Q_s\left(-P_p''+\frac{2P_p}{r^2}\right)\right]dr .$$

Multiplying by $2icd$ turns the prefactor into $-2cd$:

$$\frac{\langle s|H_{\rm eff}|p\rangle}{d}
=2c\int_0^\infty\left[P_sQ_p''+Q_s\left(P_p''-\frac{2P_p}{r^2}\right)\right]dr .$$

The formula for $\boldsymbol\sigma\cdot\mathbf p$ also gives $\langle s|S|p\rangle=iJ$, where

$$J=\int_0^\infty\left[P_s\left(P_p'+\frac{P_p}{r}\right)-Q_s\left(Q_p'-\frac{Q_p}{r}\right)\right]dr .$$

The difference of the two elements, $H_d$ minus $H_{\rm eff}$, is therefore $d(E_p-E_s)J$.

For the response, the angular factor of $z/r$ between $s_{1/2}$ and $p_{1/2}$ at $m_j=1/2$ is $-1/3$ in both components. With the minus sign of the response equation, the $p_{1/2}$ part $(P_X,Q_X)$ obeys

$$\begin{aligned}
(V-E_s)P_X+c\left(-Q_X'+\frac{Q_X}{r}\right)&=\frac{rP_s}{3},\\
c\left(P_X'+\frac{P_X}{r}\right)+(V-2c^2-E_s)Q_X&=\frac{rQ_s}{3}.
\end{aligned}$$

The $p_{3/2}$ part does not contribute, because both EDM operators are rotational scalars. The direct term uses $\langle\beta\Sigma_z\rangle=\int(P_s^2+Q_s^2/3)\,dr$.

## 10. A numerical case

The model has one electron in

$$V(r)=-\frac{1+(Z-1)e^{-r/a}}{r},\qquad Z=55,\quad a=0.5\ \text{bohr}.$$

These are chosen parameters, not a fit to an atom. Here $\gamma=0.916$, so the point-nucleus condition holds. The sixth $s_{1/2}$ level lies at $-0.3247$ hartree. It was found by diagonalization in 140 radial functions per component, and its response by least squares.

In units of $dF$, the local-field form gives

$$-120.0787-0.99995=-121.0787 .$$

The $p^2$ form gives $-121.0787$ from the response term alone. The relative mismatch is $1.5\times10^{-12}$. Defining the atomic dipole $D$ by a shift $-DF$, the enhancement factor is $R=D/d=121.08$ for this model. Adding the direct term to $H_{\rm eff}$ would give $-122.08$, an error of 0.8% relative to the correct shift. Omitting it from $H_d$ gives an error of similar size with the opposite sign.

Without $\beta$, the internal and direct terms are $0.999908$ and $-0.999908$, and their sum is zero within $10^{-10}$. Subtracting this vanishing shift from that of $H_d$ isolates the lower-component operator of Section 5. Its internal part is $-120.0787-0.9999=-121.0786$. The large shift thus comes from the lower components, although their norm in the unperturbed state is $6.9\times10^{-5}$.

The nearest $p_{1/2}$ level is at $-0.1724$ hartree. In atomic units of field,

$$\frac{\langle s|H_d|p\rangle}{d}=-9.4381,\qquad
\frac{\langle s|H_{\rm eff}|p\rangle}{d}=-9.5071 .$$

The second value is $-48.9$ GV/cm. The difference, $0.0691$, agrees with the commutator prediction and is 0.7% of the $H_{\rm eff}$ element in magnitude. The overall signs of these elements depend on the phases of the two states; the difference between the forms does not disappear under a phase change.

The bare Coulomb field with the same $Z$ supplies the degenerate case. Its $2s$ and $2p_{1/2}$ levels both lie at $-398.9563$ hartree, and both off-diagonal elements equal $-5694.45$ atomic units of field.

With 40 radial functions per component, the screened model gives shifts of $-121.07906$ from $H_d$ and $-121.07982$ from $H_{\rm eff}$. Their relative mismatch has grown to $6.3\times10^{-6}$, still small for this basis. Compared with the large-basis shift, the errors are about $3\times10^{-6}$ and $1\times10^{-5}$. In an implementation the mismatch is a useful check on sign, direct term and basis, but agreement alone does not prove convergence: both forms can share an error in the state or in the Hamiltonian. The remaining values are in the numerical output below.

## Computed results

```
operator identity, largest error (a.u.): 1.5e-15
alpha.a commutator, largest error (a.u.): 0.0e+00
speed of light c (a.u.): 137.035999
nuclear charge Z: 55
screening length a (bohr): 0.50
exponent gamma at the point nucleus: 0.915923
radial functions per component, large basis: 140
sixth s1/2 level, energy (hartree): -0.324688
sixth s1/2 level, radial nodes of P: 5
sixth s1/2 level, norm of small component: 6.9245e-05
linear shifts in units of d times external field F:
  H_d, internal field, second order: -120.07871
  H_d, direct external-field term: -0.99995
  H_d, total: -121.07867
  H_eff, second order only: -121.07867
  relative mismatch of the two forms: 1.5e-12
enhancement factor R from H_eff: 121.0787
same operator without beta, in units of d F:
  internal field, second order: 0.999908
  direct term: -0.999908
  sum (Schiff cancellation): -8.3e-11
radial functions per component, small basis: 40
  H_d total, small basis (d F): -121.07906
  H_eff, small basis (d F): -121.07982
  relative mismatch, small basis: 6.3e-06
nearest p1/2 level, energy (hartree): -0.172419
nearest p1/2 level, radial nodes of P: 4
<s|H_d|p>/d (a.u. of field): -9.438078
<s|H_eff|p>/d (a.u. of field): -9.507148
difference H_d - H_eff (a.u. of field): 0.069070
difference predicted by commutator (a.u. of field): 0.069070
<s|H_eff|p>/d converted (GV/cm): -48.8877
bare Coulomb 2s energy (hartree): -398.956307
bare Coulomb 2p1/2 energy (hartree): -398.956307
bare Coulomb <2s|H_d|2p1/2>/d (a.u. of field): -5694.4479
bare Coulomb <2s|H_eff|2p1/2>/d (a.u. of field): -5694.4479
```
